# The residual-resistivity dipole around a scatterer in a current-carrying metal

A vacancy in a copper line scatters the electrons that carry the current. Electrons accumulate on the side from which they arrive and are depleted on the other side. A metal, however, does not tolerate a net charge over distances much longer than its screening length, here below a tenth of a nanometre. The question is what remains of the accumulation far from the vacancy, and how it joins the ordinary diffusive current there. What remains is an electrostatic potential of dipole form, whose strength is fixed by the resistance that the vacancy adds.

Consider a three-dimensional metal with a spherical Fermi surface, Fermi wave number $k_F$, velocity $v_F=\hbar k_F/m$ and electron density $n=k_F^3/3\pi^2$. The electrons drift with velocity $v_d$ along $+z$. With $e>0$, the current density is $\mathbf j=-nev_d\hat{\mathbf z}$. A static, spherically symmetric scatterer sits at the origin. We work to first order in the current and treat the scatterer as dilute.

Let $\mathbf n$ be a direction on the Fermi surface and write the distribution as

$$f=f_0(\varepsilon)+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\psi(\mathbf r,\mathbf n).$$

Let $U=-e\varphi$ be the potential energy induced by the current. The scatterer's equilibrium potential is not part of $U$; it enters through the scattering cross-section. In the stationary Boltzmann equation the streaming term gives $v_F\mathbf n\cdot\nabla\psi$. The force term, linearized, gives

$$-\frac{1}{\hbar}\nabla U\cdot\frac{\partial f_0}{\partial\mathbf k}
=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)v_F\mathbf n\cdot\nabla U .$$

The two combine into the gradient of $g=\psi+U$, the shift of the Fermi surface in total energy. Elastic collisions compare different directions at one point, so the isotropic $U$ drops out of them and they too act on $g$. With angular brackets for the average over $\mathbf n$, $G=\langle g\rangle$, and $N_0=mk_F/\pi^2\hbar^2$ for the density of states of both spins, the excess electron density is

$$\delta n=N_0\langle\psi\rangle=N_0(G-U).$$

The uniform drift is a displaced Fermi sphere. Expanding $f_0(\varepsilon_{\mathbf k-m\mathbf v_d/\hbar})$ to first order gives $\psi_0=a\,n_z$ with $a=\hbar k_Fv_d$. Its particle flux is

$$N_0v_F\langle n_z\,a n_z\rangle=\frac{N_0v_Fa}{3}
=\frac{k_F^2}{\pi^2\hbar}\frac{\hbar k_Fv_d}{3}=nv_d,$$

as it must be.

First take distances short compared with the background mean free path, where the electrons are described by scattering states. For incident direction $\mathbf n'$ the state is

$$\Psi_{\mathbf n'}=\sum_l(2l+1)i^le^{i\delta_l}X_l(r)P_l(\mathbf n'\cdot\hat{\mathbf r}),\quad X_l=\cos\delta_l\,j_l-\sin\delta_l\,y_l ,$$

where $\delta_l$ are the phase shifts and the spherical Bessel functions have argument $k_Fr$. The drift populates these states with weight $an'_z$, so the density per $N_0a$ is $D=\langle n'_z|\Psi_{\mathbf n'}|^2\rangle$. Averaging over the azimuth about $\hat{\mathbf r}$ replaces $n'_z$ by $\mu\cos\theta$, with $\mu=\mathbf n'\cdot\hat{\mathbf r}$ and $\theta$ the angle of $\mathbf r$ to the $z$ axis. The recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ couples only neighbouring $l$:

$$\frac12\int_{-1}^1\mu P_lP_{l+1}\,d\mu=\frac{l+1}{(2l+1)(2l+3)} .$$

Each neighbouring pair carries the factor $i^l(-i)^{l+1}=-i$. Adding its complex conjugate gives $2\,\mathrm{Re}[-ie^{i(\delta_l-\delta_{l+1})}]=2\sin(\delta_l-\delta_{l+1})$, and hence

$$D=2\cos\theta\sum_l(l+1)\sin(\delta_l-\delta_{l+1})X_lX_{l+1}.$$

For large $x=k_Fr$, $X_l\to\sin(x-l\pi/2+\delta_l)/x$ and $X_{l+1}\to-\cos(x-l\pi/2+\delta_{l+1})/x$. Their product is

$$X_lX_{l+1}\to-\frac{\sin(2x-l\pi+\delta_l+\delta_{l+1})+\sin(\delta_l-\delta_{l+1})}{2x^2}.$$

The second sine does not oscillate with distance. It gives the leading smooth tail

$$D_{\rm s}=-\frac{\cos\theta}{k_F^2r^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

This sum is the transport cross-section in disguise. With the scattering amplitude $F=k_F^{-1}\sum(2l+1)e^{i\delta_l}\sin\delta_lP_l$ and scattering angle $\chi$,

$$\sigma_{\rm tr}=\int(1-\cos\chi)|F|^2d\Omega
=\frac{4\pi}{k_F^2}\sum_l\Big[(2l+1)s_l^2-2(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\Big],$$

where $s_l=\sin\delta_l$. Since $\sum(2l+1)s_l^2=\sum(l+1)(s_l^2+s_{l+1}^2)$, and since $s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})=\sin^2(\delta_l-\delta_{l+1})$, we obtain

$$\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),\qquad D_{\rm s}=-\frac{\sigma_{\rm tr}\cos\theta}{4\pi r^2}.$$

The tail is positive upstream, at $z<0$, and negative downstream. It contains both the reflected wave and the shadow, which is the interference of the incident wave with the forward-scattered one. The remaining, oscillating part also falls as $1/r^2$; its size is taken up below.

Now include the background. Let $C$ be its collision operator divided by $v_F$. We assume that it is elastic, conserves particle number and has no preferred direction. It then annihilates any isotropic function and multiplies $n_z$ by $1/l_{\rm tr}$, where $l_{\rm tr}$ is the transport mean free path. On this scale the scatterer is a point. Acting on the incident $an_z$, its collision integral is

$$a\int d\Omega'\,\frac{d\sigma}{d\Omega}(\mathbf n\cdot\mathbf n')\,(n'_z-n_z)
=an_z\int d\Omega\,\frac{d\sigma}{d\Omega}(\cos\chi-1)=-\sigma_{\rm tr}an_z ,$$

because the average of $\mathbf n'$ over a distribution symmetric about $\mathbf n$ points along $\mathbf n$. The disturbance $g$ caused by the scatterer therefore obeys

$$\mathbf n\cdot\nabla g+Cg=-\sigma_{\rm tr}a\,n_z\,\delta(\mathbf r).$$

Setting $C=0$ recovers the previous result: electrons stream outward with $g=-\sigma_{\rm tr}an_z\,\delta(\mathbf n-\hat{\mathbf r})/r^2$, whose average is $aD_{\rm s}$. The source leaves out electrons that the background sends back to the scatterer for a second collision.

To solve with $C$ present, split the vector source into a gradient and a divergence-free part, $\hat{\mathbf z}\,\delta(\mathbf r)=\nabla\chi_0+\mathbf T$ with $\nabla\cdot\mathbf T=0$. Taking the divergence gives $\nabla^2\chi_0=\partial_z\delta$. Since $\nabla^2(1/4\pi r)=-\delta$, this means $\chi_0=-\partial_z(1/4\pi r)$. The isotropic function

$$G=-\sigma_{\rm tr}a\chi_0=\sigma_{\rm tr}a\,\frac{\partial}{\partial z}\frac1{4\pi r}=-\frac{\sigma_{\rm tr}a\cos\theta}{4\pi r^2}$$

satisfies $\mathbf n\cdot\nabla G=-\sigma_{\rm tr}a\,\mathbf n\cdot\nabla\chi_0$ and $CG=0$. It thus balances the gradient part of the source by itself. What remains is a function $h$ with

$$\mathbf n\cdot\nabla h+Ch=-\sigma_{\rm tr}a\,\mathbf n\cdot\mathbf T.$$

In Fourier space $\mathbf T_{\mathbf q}=\hat{\mathbf z}-\hat{\mathbf q}\hat q_z$ is perpendicular to $\mathbf q$. Rotate $\mathbf n$ by half a turn about $\mathbf q$. The left-hand operator is unchanged and the source changes sign, so $h$ changes sign as well. Its angular average is therefore zero, and $G$ above is the whole of $\langle g\rangle$.

Within this model the mean free path has dropped out of $G$. The ballistic tail at $r\ll l_{\rm tr}$ and the diffusive tail at $r\gg l_{\rm tr}$ have the same power and the same coefficient, and nothing intervenes between them. As a test, the kinetic equation was solved numerically on a grid of directions for an anisotropic background, with scattering rate proportional to $1+0.9c+0.6c^2$, where $c$ is the cosine of the scattering angle. For wave numbers of 0.02, 0.5 and 3 (with $1/l_{\rm tr}$ close to 0.9 in the same units) and two directions of $\mathbf q$, $G$ differed from the formula by at most $2.7\times10^{-6}$ of its value.

The current pattern does depend on the mean free path. The isotropic $G$ carries no flux, so the extra flux $\mathbf J_1=N_0v_F\langle\mathbf n g\rangle$ comes from $h$. Where variations are slow on the scale of $l_{\rm tr}$, the gradient term in the equation for $h$ is negligible and $h=-\sigma_{\rm tr}al_{\rm tr}\,\mathbf n\cdot\mathbf T$. With $\langle n_in_j\rangle=\delta_{ij}/3$ and $\mathbf T=\hat{\mathbf z}\delta-\nabla\chi_0$,

$$\mathbf J_1=-\frac{N_0v_Fl_{\rm tr}}{3}\Big[\nabla G+\sigma_{\rm tr}a\,\hat{\mathbf z}\,\delta(\mathbf r)\Big].$$

Away from the origin this is Fick's law with diffusion constant $v_Fl_{\rm tr}/3$. The second term is the flux that the scatterer blocks, directed against the drift. Particle conservation, $\nabla\cdot\mathbf J_1=0$, requires $\nabla^2G=-\sigma_{\rm tr}a\,\partial_z\delta$, which is the matching condition: the blocked flux drives the diffusive flow around the obstacle, and the dipole in $G$ is the driving pressure. This flow falls as $1/r^3$. In the ballistic region the extra flux is instead radial, $-N_0v_F\sigma_{\rm tr}a\cos\theta\,\hat{\mathbf r}/4\pi r^2$.

So far $G$ is an electrochemical quantity. Screening turns it into an electrostatic potential. The charge density is $-e\,\delta n$, so Poisson's equation for $U=-e\varphi$ reads

$$\nabla^2U=-\frac{e^2}{\varepsilon_0}\delta n=\kappa^2(U-G),\qquad \kappa^2=\frac{e^2N_0}{\varepsilon_0}.$$

In Fourier space $U=G\kappa^2/(q^2+\kappa^2)$. Since $G$ contains $1/q^2$, we use $\kappa^2/[q^2(q^2+\kappa^2)]=1/q^2-1/(q^2+\kappa^2)$ and find

$$U=\sigma_{\rm tr}a\frac{\partial}{\partial z}\frac{1-e^{-\kappa r}}{4\pi r}
=G\left[1-(1+\kappa r)e^{-\kappa r}\right].$$

With this Thomas–Fermi screening, $U=G$ beyond a few screening lengths. The potential energy $U$ shifts, up on the upstream side and down on the other, until it cancels the density change that the scattered electrons would otherwise produce. In this description the remaining charge lies close to the scatterer, with $\delta n=N_0\sigma_{\rm tr}a\,\partial_z(e^{-\kappa r}/4\pi r)$. Integrating by parts,

$$p_z=-e\int z\,\delta n\,d^3r=eN_0\sigma_{\rm tr}a\int\frac{e^{-\kappa r}}{4\pi r}d^3r=\frac{eN_0\sigma_{\rm tr}a}{\kappa^2}=\frac{\varepsilon_0\sigma_{\rm tr}a}{e}.$$

The Thomas–Fermi form used here is not reliable for the charge profile, since $1/\kappa$ is shorter than the Fermi wavelength. In particular, it misses the charge of alternating sign that the oscillating tail carries much farther out. The smooth distant potential needs only the limit $q\to0$, where the metal screens completely.

Finally, $\varphi=-U/e=\sigma_{\rm tr}\hbar k_Fv_d\,z/(4\pi er^3)$, and $v_dz=-\mathbf j\cdot\mathbf r/(ne)$. Thus

$$\boxed{\varphi(\mathbf r)=-\rho'\,\frac{\mathbf j\cdot\mathbf r}{4\pi r^3},\qquad \rho'=\frac{\hbar k_F\sigma_{\rm tr}}{ne^2},\qquad \mathbf p=-\varepsilon_0\rho'\mathbf j.}$$

The potential is negative upstream, where electrons accumulate.

The constant $\rho'$ is the resistivity per unit density of scatterers. To see this, average the potential of one dipole over a plane at height $z>0$, with $R$ the distance from the axis:

$$\int\varphi\,dx\,dy=\frac{\rho'j}{4\pi}\,2\pi z\int_0^\infty\frac{R\,dR}{(R^2+z^2)^{3/2}}=\frac{\rho'j}{2}.$$

Below the dipole the sign is reversed, so each one contributes a step $\rho'j$ divided by the area of the sample. A length $L$ with scatterer density $n_i$ adds the voltage $n_i\rho'jL$. The Drude formula, with $1/\tau_i=n_iv_F\sigma_{\rm tr}$, gives the same added resistivity:

$$\Delta\rho=\frac{m}{ne^2\tau_i}=n_i\frac{\hbar k_F\sigma_{\rm tr}}{ne^2}=n_i\rho'.$$

To leading order in $n_i$, the residual voltage is thus the sum of the dipole steps.

The same constant sets the electron-wind force, the momentum that the scatterer takes from the electrons per unit time:

$$F_{\rm w}=N_0v_F\hbar k_F\langle n_z\,\sigma_{\rm tr}an_z\rangle=\frac{N_0v_Fa}{3}\hbar k_F\sigma_{\rm tr}=nv_d\hbar k_F\sigma_{\rm tr},$$

so $|\mathbf p|=\varepsilon_0F_{\rm w}/(ne)$. The dipole and the wind force are two records of one momentum loss.

For numbers, take a copper-like interconnect with a rough electron density of $8.5\times10^{22}\ \mathrm{cm^{-3}}$ and a rough background resistivity of 2.2 µΩ cm at 373 K, carrying 1 MA/cm². Then $k_F=13.6\ \mathrm{nm^{-1}}$, $v_d=j/(ne)=0.73$ m/s and $a=6.57$ µeV. A vacancy is modelled as a square barrier with the Wigner–Seitz radius, 0.141 nm. Its height, 6.28 eV, is chosen so that the Friedel sum $(2/\pi)\sum(2l+1)\delta_l$ equals $-1$, which means that one electron is displaced. The phase shifts for $l=0$ to 3 are $-0.7703$, $-0.2126$, $-0.0295$ and $-0.0020$. The transport sum is

$$\sin^2(0.5577)+2\sin^2(0.1831)+3\sin^2(0.0275)\approx0.2801+0.0663+0.0023=0.3487 .$$

A direct angular average over the full scattering states, smoothed over many oscillations and extrapolated to large distance, gives 0.3487 for the same coefficient. Hence

$$\sigma_{\rm tr}=\frac{4\pi\times0.349}{(13.6\ \mathrm{nm^{-1}})^2}=0.0237\ \mathrm{nm^2},\qquad
\rho'j=\frac{\sigma_{\rm tr}a}{e}=0.0237\times6574=156\ \mathrm{nV\,nm^2}.$$

On the axis the dipole formula gives a potential of magnitude $156/(4\pi)=12.4$ nV at 1 nm and 0.124 nV at 10 nm. At 1 nm this is only the leading term; a correction of about 30% is estimated below. The effective dipole moment is $8.6\times10^{-9}\ e\,$nm, or $1.4\times10^{-36}$ C m.

The background field is 220 nV/nm. On the axis at 1 nm the dipole formula gives a field of $2\times12.4\approx25$ nV/nm, which opposes it; in the equatorial plane it gives 12.4 nV/nm, which adds to it. These values describe only the leading smooth field. The oscillating potential discussed below has so short a period that its gradient on the axis at 1 nm is several times larger, and the scatterer's own field there changes sign from place to place. It stays below the background field, so the total field on the axis at 1 nm varies in strength but keeps its direction. The margin is small, about 185 against 220 nV/nm, and inside about 0.8 nm the total field of the model reverses in places. The dipole potential equals the ohmic drop over the same distance at $r=(\rho'/4\pi\rho_{\rm b})^{1/3}=0.38$ nm, with $\rho_{\rm b}$ the background resistivity. This is only a scale, because the atomic structure of the scatterer matters there. The wind force is $1.3\times10^{-5}$ eV/nm. Over one atomic diameter, 0.28 nm, it does work of about $4\times10^{-6}$ eV, some $10^{-4}$ of the thermal energy. It is a weak bias on thermally activated motion. It is also the force on the model scatterer as a whole, not on a neighbouring atom halfway through its jump into the vacancy.

Of the corrections estimated here within the model, the largest at nanometre distances is the oscillating tail. Its density amplitude is 0.356 in the units in which the smooth tail is 0.349, so without damping the two densities are nearly equal in size. Two effects reduce it. The first is weaker screening at wave number $2k_F$. There the induced density is $N_0(G-U/2)$, the factor one half being the static response of free electrons at $2k_F$, and Poisson's equation gives

$$\frac UG=\frac{\kappa^2/4k_F^2}{1+\kappa^2/8k_F^2}=0.36 .$$

The second is temperature. An electron at energy $\varepsilon$ from the Fermi level has its phase $2kr$ shifted by $2r\varepsilon/\hbar v_F$, and the thermal average is

$$\int\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\cos\frac{2r\varepsilon}{\hbar v_F}\,d\varepsilon=\frac{y}{\sinh y},\qquad y=\frac{2\pi k_BTr}{\hbar v_F}.$$

The length $r/y$ is 5.1 nm at 373 K. The oscillating potential is then estimated at 37% of the value of the dipole formula at 1 nm, 21% at 10 nm and 1% at 30 nm. With the full scattering states and the full static response of free electrons, the figure at 1 nm is about 41% of the dipole formula, or 31% of the smooth potential corrected as below. These estimates use the leading amplitudes at large $k_Fr$ and omit exchange and correlation in the screening and the damping by background collisions.

Averaging over half a Fermi wavelength removes the oscillation to leading order in $1/k_Fr$ (at 1 nm a residue of about 8% of the smooth density remains), but the smooth tail has a correction of its own. To the next order in $1/x$, $X_l\to[\sin A_l+\frac{l(l+1)}{2x}\cos A_l]/x$ with $A_l=x-l\pi/2+\delta_l$. Inserted in $D$, this multiplies the smooth tail by

$$1+\frac{b}{k_Fr},\qquad b=-\frac{\sum_l(l+1)^2\sin\Delta_l\cos\Delta_l}{\sum_l(l+1)\sin^2\Delta_l},\qquad \Delta_l=\delta_l-\delta_{l+1}.$$

For this barrier $b\approx4.1$, so the smooth potential exceeds the dipole formula by about 30% at 1 nm and 3% at 10 nm. The dipole formula is thus the leading term at distances with $k_Fr\gg b$, for the potential averaged over half a Fermi wavelength or, without averaging, at several thermal lengths.

The other corrections estimated within the model are smaller in this example. With Thomas–Fermi screening, $U$ falls short of the pure $1/r^2$ term of $G$ at 1 nm by a fraction $3\times10^{-7}$, while the $b/k_Fr$ term, which is not harmonic, makes $U$ exceed the smooth part of $G$ by about 0.3%; for the smooth tail, the full static response of free electrons leaves instead an oscillating difference of about half a percent. Electrons returned by the background change the incident current by a fraction of roughly $\int_{R_0}^\infty4\pi r^2\,(\sigma_{\rm tr}/4\pi r^2)(1/l_{\rm tr})(1/4\pi r^2)\,dr=\sigma_{\rm tr}/(4\pi l_{\rm tr}R_0)\approx4.5\times10^{-4}$, with $l_{\rm tr}=30$ nm and $R_0$ the barrier radius. Nonlinearity in the current is of order $a/E_F\approx10^{-6}$ for the smooth tail, where $E_F$ is the Fermi energy. For the oscillating tail it is about $k_Fr\,a/2E_F$, or $6\times10^{-5}$ at 10 nm. Phonons make the background inelastic, but a uniform shift of the local chemical potential is still annihilated by their collision operator. The argument therefore survives as long as $\sigma_{\rm tr}a$ is constant over the thermal width, which is 0.5% of $E_F$.

Set beside real copper, the current density is of the order met in interconnects, and the model's 1.3 µΩ cm per atomic percent of vacancies is to be read as a rough size only. The barrier itself is the weak point. With the Friedel sum held at $-1$, a radius 10% smaller or larger changes $\sigma_{\rm tr}$, and with it the dipole's moment and potential, by about $+19\%$ or $-20\%$. The shape matters more: at the same Friedel sum, a screened Coulomb repulsion gives a $\sigma_{\rm tr}$ smaller by about 37% with $b\approx7$, and a Gaussian barrier of the same volume gives one smaller by about 60% with $b\approx11$. Real vacancies also relax their neighbours, and the necks of copper's Fermi surface, covering very roughly 8% of it, break the assumed spherical symmetry; their effect on the dipole is not computed here. Narrow lines break the assumption of an infinite metal. For a single flat, specularly reflecting side wall parallel to the current, the reflected electrons are those of a mirror-image scatterer with an equal and parallel dipole, so the smooth potential at the wall is twice the value given by the formula. A line has several walls, and the repeated images raise the potential further. Far along a line of cross-sectional area $A$ with such walls, the potential no longer falls off but tends to a constant of magnitude $\rho'j/2A$ on each side, which is half the step found above. Rough walls need a separate calculation.

The values computed by the program are collected in the numerical output that follows.

## Computed results

```
electron density (rough input): 8.5e+22 cm^-3
current density (input): 1 MA/cm2
temperature (input): 373 K
background resistivity (rough input): 2.2 uOhm cm
Fermi wave number: 13.6 nm^-1
Fermi energy: 7.049 eV
Fermi velocity: 1.575e+06 m/s
drift velocity: 0.7343 m/s
Fermi-surface shift a: 6.574 ueV
barrier radius: 0.1411 nm
barrier height: 6.276 eV
phase shift l=0: -0.7703 rad
phase shift l=1: -0.2126 rad
phase shift l=2: -0.0295 rad
phase shift l=3: -0.0020 rad
Friedel sum: -1.0000 electrons
transport cross-section: 0.02368 nm2
smooth density tail, scattering states: -0.34868
smooth density tail, formula: -0.34868
oscillating tail, scattering states: 0.35596
oscillating tail, formula: 0.35596
largest relative kinetic error in G: 2.7e-06
resistivity per at.%: 1.323 uOhm cm
rho1: 1.557e-35 Ohm m^4
dipole strength rho1*j: 155.7 nV nm2
effective dipole moment: 1.378e-36 C m
effective dipole moment: 8.604e-09 e nm
potential on axis at 1 nm: 12.39 nV
potential on axis at 10 nm: 0.1239 nV
background ohmic drop over 1 nm: 220 nV
radius where dipole = ohmic drop: 0.3833 nm
wind force: 1.323e-05 eV/nm
screening length: 0.05528 nm
unscreened share at 1 nm: 2.7e-07
background mean free path: 29.88 nm
1/(kF l): 2.5e-03
return-scattering estimate: 4.5e-04
thermal damping length: 5.132 nm
oscillating/smooth density, no damping: 1.021
screening factor at 2kF: 0.3621
oscillating/smooth potential at 1 nm: 0.37
oscillating/smooth potential at 10 nm: 0.21
oscillating/smooth potential at 30 nm: 0.013
kT/E_F: 4.6e-03
a/E_F: 9.3e-07
neck/belly radius ratio (rough input): 0.2
Fermi-surface share of 8 necks: 0.08
cross-section, radius -10%: 0.02808 nm2
cross-section, radius +10%: 0.01904 nm2
```
